# Variable-Range Hopping in a Localized Two-Dimensional Inversion Layer

**The problem.** The inversion layer of a silicon transistor is held just above threshold at a few kelvin. Disorder at the oxide interface localizes all electron states near the Fermi level. How does the sheet conductance $G$ depend on temperature?

The model is as follows.

- Each state is a site with envelope $e^{-r/\xi}$. Sites are placed independently in the plane, with independent energies.
- The number of sites per area and energy is a constant $g$ in the energy range that matters.
- Each site is assumed to hold at most one electron, as if the repulsion between two electrons on a site were very strong; part (g) examines this. Spin degeneracy then shifts all site energies by the same amount, $-k_BT\ln2$, which has no effect when $g$ is constant.
- Electrons hop by tunnelling while absorbing or emitting a phonon. Occupations of different sites are treated as independent (mean field), and Coulomb forces between sites are neglected until part (g).

Energies $E_i$ are measured from the Fermi level, and $x_i=E_i/k_BT$.

## (a) From hop rates to a resistor network

*For $E_j>E_i$ the rate of hops from $i$ to $j$ is $\Gamma_{ij}=\gamma e^{-2r/\xi}f_i(1-f_j)N$, where $f$ is the Fermi function and $N$ the phonon occupation at energy $E_j-E_i$. Show that the reverse rate is equal in equilibrium, and find the conductance of the pair.*

**Solution.** The factor 2 in $e^{-2r/\xi}$ arises because the rate goes as the square of a tunnelling amplitude $e^{-r/\xi}$. Put $\Delta=x_j-x_i>0$ and write each factor symmetrically:

$$f_i=\frac{e^{-x_i/2}}{2\cosh(x_i/2)},\quad 1-f_j=\frac{e^{x_j/2}}{2\cosh(x_j/2)},\quad N=\frac{e^{-\Delta/2}}{2\sinh(\Delta/2)} .$$

The exponentials multiply to $e^{(x_j-x_i)/2-\Delta/2}=1$, so

$$f_i(1-f_j)N=\frac{1}{8\cosh(x_i/2)\cosh(x_j/2)\sinh(\Delta/2)} .$$

The reverse hop emits a phonon and carries $f_j(1-f_i)(N+1)$. Here $N+1=e^{\Delta/2}/[2\sinh(\Delta/2)]$, and the exponentials $e^{-x_j/2}e^{x_i/2}e^{\Delta/2}$ again multiply to 1. The two rates are equal; call them $\Gamma$.

Now apply a small voltage, so that site $i$ has its own electrochemical potential $\mu_i$. From $f_i/(1-f_i)=e^{-(E_i-\mu_i)/k_BT}$ and $N/(N+1)=e^{-(E_j-E_i)/k_BT}$,

$$\frac{\Gamma_{ij}}{\Gamma_{ji}}=\frac{f_i}{1-f_i}\,\frac{1-f_j}{f_j}\,\frac{N}{N+1}=e^{(\mu_i-\mu_j)/k_BT}.$$

The site energies cancel, even if the voltage has shifted them. To first order the net rate is

$$\Gamma_{ij}-\Gamma_{ji}=\Gamma_{ji}\left[e^{(\mu_i-\mu_j)/k_BT}-1\right]\simeq\Gamma\,\frac{\mu_i-\mu_j}{k_BT}.$$

The current is $e$ times this rate, and the voltage is $(\mu_i-\mu_j)/e$. Each pair is therefore a resistor of conductance $G_{ij}=e^2\Gamma/k_BT$.

## (b) The bond exponent

*Find the leading form of $G_{ij}$ when the energies are large compared with $k_BT$.*

**Solution.** For large arguments, $2\cosh(x/2)\to e^{|x|/2}$ and $2\sinh(\Delta/2)\to e^{\Delta/2}$. Hence

$$G_{ij}\simeq G_0e^{-u_{ij}},\qquad u_{ij}=\frac{2r_{ij}}{\xi}+\frac{E_{ij}}{k_BT},$$

$$E_{ij}=\tfrac12\left(|E_i|+|E_j|+|E_i-E_j|\right),\qquad G_0=\frac{e^2\gamma}{k_BT}.$$

If both energies lie on the same side of the Fermi level, $E_{ij}$ is the larger of $|E_i|$ and $|E_j|$. If they lie on opposite sides, it is their separation. In either case $E_{ij}\ge|E_i|$ and $E_{ij}\ge|E_j|$.

The approximation changes $\ln G_{ij}$ by a number of order one when a site lies within about $k_BT$ of the Fermi level, and by a logarithm when $\Delta$ is small. Both are minor if the exponents that control the current are large.

## (c) The best single hop

*An electron may hop to a near site with a poor energy match or to a far site with a good one. Estimate the best compromise.*

**Solution.** A circle of radius $r$ contains about one site within an energy range $W$ when $\pi r^2gW=1$. Taking $W$ as the energy cost, the exponent is

$$\phi(r)=\frac{2r}{\xi}+\frac{1}{\pi g r^2k_BT}.$$

Setting the derivative to zero,

$$\frac{2}{\xi}-\frac{2}{\pi g r^3k_BT}=0\quad\Rightarrow\quad r^3=\frac{\xi}{\pi g k_BT}.$$

The second derivative, $6/(\pi g r^4k_BT)$, is positive, so this is a minimum. There the energy term equals $r^3/(\xi r^2)=r/\xi$, half the tunnelling term, and

$$\phi_{\min}=\frac{3r}{\xi}=\left(\frac{27/\pi}{g\xi^2k_BT}\right)^{1/3}.$$

Cooling makes energy more costly, so the electron goes farther to find a match: $r\propto T^{-1/3}$. This is Mott's argument. It gives a power of temperature, but its coefficient rests on the rough condition "about one site", and it does not ask whether such hops join into a path across the layer.

## (d) What controls the whole layer

*The bond conductances are spread over many powers of ten. Which of them sets $\ln G$?*

**Solution.** Keep only the bonds with $u_{ij}\le u$. For small $u$ they form isolated clusters. As $u$ grows the clusters merge, and at some $u_c$ they first span the layer. In a large layer this threshold is sharp.

For fixed contact voltages, the dissipated power is the minimum of $\sum G_{ij}(V_i-V_j)^2$ over the site voltages. Raising any bond conductance therefore cannot lower $G$. This gives two bounds, for any small fixed $\eta>0$.

*Lower bound.* Delete every bond with $u_{ij}>(1+\eta)u_c$ and reduce the others to $G_0e^{-(1+\eta)u_c}$. The remaining network spans the layer, so $G\ge A\,G_0e^{-(1+\eta)u_c}$, where $A$ depends on its geometry.

*Upper bound.* Turn every bond with $u_{ij}<(1-\eta)u_c$ into a short circuit. These bonds form finite clusters, so current must still cross bonds no better than $G_0e^{-(1-\eta)u_c}$. Hence $G\le B\,G_0e^{-(1-\eta)u_c}$. The many weaker bonds add a convergent sum to $B$, because their conductances fall exponentially with $u_{ij}$.

Part (e) shows that, in scaled lengths and energies, the network geometry at given $\eta$ does not depend on temperature. So $A$ stays above a positive constant and $B$ below a finite one while $u_c$ grows. Dividing the logarithms by $u_c$, letting $u_c\to\infty$ and then $\eta\to0$ gives

$$\ln(G/G_0)\simeq-u_c$$

to leading order. The weakest bonds that the current cannot avoid set the exponent.

## (e) The temperature law

*Find how $u_c$ depends on $T$, $g$ and $\xi$ without solving the percolation problem.*

**Solution.** A bond with $u_{ij}\le u$ has length at most $r_{\max}=\xi u/2$ and joins sites with $|E_i|\le E_{\max}=k_BTu$. Use these as units: $s=r/r_{\max}$ and $\epsilon=E/E_{\max}$. Then

$$\frac{2r_{ij}}{\xi}=u\,s_{ij},\qquad\frac{E_{ij}}{k_BT}=u\,\epsilon_{ij},$$

and the condition $u_{ij}\le u$ becomes $s_{ij}+\epsilon_{ij}\le1$. No parameter is left in it. The sites are still independent and uniform in the new variables, so the problem retains a single number, their density per unit scaled area and energy:

$$g\,r_{\max}^2E_{\max}=g\,\frac{\xi^2u^2}{4}\,k_BTu=\frac{g\xi^2k_BT\,u^3}{4}.$$

Spanning begins when this density reaches a pure number, which we call $\beta/4$. Solving for $u$,

$$u_c=\left(\frac{\beta}{g\xi^2k_BT}\right)^{1/3},$$

$$\boxed{\;\ln G=\ln G_0-\left(\frac{T_0}{T}\right)^{1/3},\qquad k_BT_0=\frac{\beta}{g\xi^2}\;}$$

It is the temperature-dependent exponent that is proportional to $-T^{-1/3}$, not $\ln G$ itself, which also contains $\ln G_0$. If $G_0$ varies as a power of $T$, that term is logarithmic and becomes negligible beside $T^{-1/3}$ on sufficient cooling.

The same counting shows what the power depends on. In $d\ge2$ dimensions the density scales as $u^d\cdot Tu$, so $u_c\propto T^{-1/(d+1)}$. A one-dimensional chain is an exception: the current cannot go around a poor stretch, so there is no threshold independent of size, and the spanning exponent keeps growing slowly with the length of the chain. If instead the density of states in the plane vanishes as $|E|$ at the Fermi level, the count scales as $u^2(Tu)^2$, and $u_c\propto T^{-1/2}$. The power $1/3$ thus belongs to a planar layer with constant $g$; changing either condition alone changes the power.

**The number $\beta$.** It must be computed. Take $g=3\times10^{12}$ eV$^{-1}$cm$^{-2}$ and $\xi=25$ nm, and scatter sites at random over 12 squares of side 6 µm. Finding the spanning exponent directly, with the same sites used at every temperature, gives average values of 20.49, 16.39, 12.83 and 10.28 at 1, 2, 4 and 8 K. A power-law fit gives $u_c\propto T^{-0.334}$, and

$$\beta=13.96\pm0.12 .$$

The uncertainty is the standard error from sampling and does not include any bias from the finite squares. The one-hop estimate has $27/\pi=8.59$ in place of $\beta$: it finds the right power, but its coefficient, which rests on the rough condition of part (c), is too small.

**Does $\ln G$ follow $-u_c$?** Kirchhoff's equations were solved for eight further squares of side 3 µm. The averages of $\ln(G/G_0)+u_c$ were 0.49, 0.07, 0.30 and 0.42 at 1, 2, 4 and 8 K, while $u_c$ itself changed by about 11. The fitted slope of $\ln(G/G_0)$ against $T^{-1/3}$ was $-21.8$ K$^{1/3}$, which is 6% steeper than $-T_0^{1/3}=-20.5$ K$^{1/3}$. The excess is already present in $u_c$ for these squares: between 8 and 1 K it rises from 10.25 to 21.21, a slope of $10.96/0.5=21.9$ K$^{1/3}$. With only eight small squares, this test cannot separate sampling scatter from a bias due to their finite size.

## (f) A worked example

*For the same $g$ and $\xi$, find $T_0$, the exponents, the hop sizes and the local activation energy.*

**Solution.** With $\xi=2.5\times10^{-6}$ cm,

$$g\xi^2=3\times10^{12}\times6.25\times10^{-12}=18.75\ \text{eV}^{-1},$$

$$k_BT_0=\frac{13.96}{18.75}=0.744\ \text{eV},\qquad T_0\simeq8640\ \text{K}.$$

This $T_0$ is not a temperature at which anything happens; it measures how sparse the sites are. At 4 K, where $k_BT=0.345$ meV,

$$u_c=(8637/4)^{1/3}=12.9,$$

$$r_{\max}=\tfrac12(25)(12.93)=162\ \text{nm},\qquad E_{\max}=0.345\times12.93=4.46\ \text{meV}.$$

At 1 K the exponent is 20.5, $r_{\max}=256$ nm and $E_{\max}=1.77$ meV. With $G_0$ held fixed, cooling from 4 to 1 K multiplies the conductance by $1.23\times10^{-9}/2.44\times10^{-6}=5\times10^{-4}$.

The one-hop estimate at 4 K gives a hop of 92 nm and an exponent of 11.0. With the same $G_0$ it overestimates the conductance by $e^{12.93-11.00}\simeq7$.

The local activation energy is the slope of an Arrhenius plot. With $b=1/k_BT$ we have $u_c=(k_BT_0b)^{1/3}$, so

$$E_a=-\frac{d\ln G}{db}=\frac{u_c}{3b}=\frac{k_BTu_c}{3}=\frac{E_{\max}}{3}\propto T^{2/3}$$

for constant $G_0$. It is 0.59 meV at 1 K and 2.36 meV at 8 K, so an Arrhenius plot is curved. If $G_0\propto1/T$, as in part (b) with constant $\gamma$, then $\ln G$ gains a term $\ln b$ and $E_a$ falls by $1/b=k_BT$. At 4 K this is 0.345 meV out of 1.49 meV, or 23%. Over a narrow temperature range the prefactor can therefore distort a fitted power noticeably.

## (g) Where the law fails

*Estimate the main neglected effects for a gate oxide 2 nm thick, electron density $10^{11}$ cm$^{-2}$ and a mobility edge 15 meV above the Fermi level.*

**Solution.**

*Energy range.* The density of states must be flat over $\pm E_{\max}$. At 8 K, $E_{\max}=7.1$ meV. This is below both the 15 meV to the edge and the depth of filled states, $n_s/g=33$ meV.

*Activation to the mobility edge.* In a large plane, ordinary potential disorder localizes all states of non-interacting electrons. The mobility edge here is therefore an effective one, above which the decay length is so long that the states act as extended. Such states at energy $\Delta_m$ carry a current with exponent $\Delta_m/k_BT$, which at 4 K is $15/0.345=43.5$, far above 12.9. The two exponents are equal when

$$\left(\frac{T_0}{T}\right)^{1/3}=\frac{\Delta_m}{k_BT}\quad\Rightarrow\quad T=\frac{(\Delta_m/k_B)^{3/2}}{T_0^{1/2}}=24.7\ \text{K}.$$

There $E_{\max}=k_BTu_c=\Delta_m$, so the flat range is used up at the same temperature. The conductances need not be equal there, since the prefactors differ.

*Coulomb gap.* Moving an electron from a filled site $i$ to an empty site $j$ costs $E_j-E_i-C/r$, because it leaves a hole behind. At the interface, with the mean of the relative permittivities 11.7 and 3.9, $C=0.185$ eV nm. In the ground state this cost cannot be negative. Sites within $E$ of the Fermi level must then be about $C/E$ apart, so their density of states is at most of order $E/C^2$. This falls below $g$ for energies under about

$$gC^2=0.03\times0.185^2\ \text{eV}\simeq1\ \text{meV}.$$

Without a gate, such a gap would occupy much of the 1.77 meV range used at 1 K, and the law would bend towards $T^{-1/2}$.

The metal gate screens the interaction. A uniform sheet of charge at the interface sends its field to the gate and has potential equal to charge density over $C_{ox}$, the oxide capacitance per area. By superposition, the screened interaction energy $V(r)$ of two electrons satisfies $\int V\,d^2r=e^2/C_{ox}$. The expected number of empty sites that would destabilize a filled site at the Fermi level is therefore

$$\int gV(r)\,d^2r=\frac{ge^2}{C_{ox}}=0.28 .$$

As a rough estimate, $g$ near the Fermi level is lowered by up to this fraction. Then $T_0$ rises by at most a factor of about $1/(1-0.28)\simeq1.4$, and $u_c$ by at most about 12%, which at 4 K would take it from 12.9 to about 14.4. These figures are for charge exactly at the interface. Electrons in a silicon inversion layer lie on average some 2 to 4 nm deeper, which acts like a thicker oxide. Depending on the depth and spread of the charge, this raises the parameter to about 0.34–0.46 and the estimated limit on the rise of $T_0$ to a factor of about 1.5–1.9. For charge at the interface the parameter is proportional to oxide thickness: at 10 nm it would be 1.4, and neglecting the gap would not be justified.

*Double occupancy.* Two electrons on one site, each with density proportional to $e^{-2r/\xi}$, repel with an energy $U$. The integral of the squared normalized density is $1/(2\pi\xi^2)$. Since $V$ is positive, its Fourier transform is largest at zero wave number, which gives the limit

$$U\le\frac{e^2}{C_{ox}}\,\frac{1}{2\pi\xi^2}=\frac{9.3\ \text{eV nm}^2}{2\pi(25\ \text{nm})^2}\simeq2.4\ \text{meV}.$$

For charge 2 to 4 nm inside the silicon the limit rises to about 2.9–3.9 meV. These limits are far below the 33 meV depth of filled states found above, so single occupancy is not justified for these parameters: sites deeper than $U$ below the Fermi level hold two electrons. The filled states then reach down only about 18 meV, still more than $E_{\max}$. The levels for a second electron can raise the density of levels near the Fermi level by up to a factor of 2. By the scaling of part (e), $T_0$ could then be lower by up to the same factor and $u_c$ by up to about 20%. A (100) silicon layer also has two valleys. If their energy splitting is small, a site can hold up to four electrons and the filled states reach down less far. The factor can then approach 4, which lowers $u_c$ by up to about 37%. The change vanishes as $U\to0$, since coinciding levels open no new paths, but it is nearly complete once $U$ reaches about half of $E_{\max}$. For charge at the interface, integrating the screened interaction over the two densities gives $U\simeq1.8$ meV, so $U/E_{\max}$ falls from about 1 at 1 K to 0.25 at 8 K. With two levels per site, $u_c$ is then lowered by about 21% at 1 K but by only about 13% at 8 K, and a power law fitted over this range has a power near 0.28 rather than $1/3$. The numbers in part (f) belong to the single-occupancy model.

*Phonon coupling.* The rate constant $\gamma$ was held fixed. At a sound speed of 9 km/s, a phonon of 4.46 meV has a wavelength of only about 8 nm, well below $\xi$, so its effect on a smooth, wide state partly averages out. Assume deformation coupling to longitudinal phonons, smooth envelopes $e^{-r/\xi}$, a mixing of the two states inversely proportional to their energy difference, and a depth density proportional to $z^2e^{-bz}$ with mean depth 3 nm. Then $\gamma$ at hop energies between $E_{\max}/2$ and $E_{\max}$ falls by a factor of roughly 10 to 50 between 1 and 8 K. The conductance then rises less on warming, and a fit that ignores this would give a $T_0$ too small by a factor of about 2 to 4. These figures depend strongly on the assumptions. A mean depth of 2 nm reduces the fall to about 7 to 16. If the matrix element did not decrease with the energy difference, $\gamma$ would change by no more than about a factor of 3 for the 3 nm layer. On sufficient cooling the exponent still dominates, because $\ln\gamma$ changes only logarithmically with $T$.

*Channel size.* In this example, bonds within two units of $u_c$ dissipate about two thirds of the power, and bonds within one unit about 40%. Percolation clusters in the plane grow as the inverse distance from threshold to the power $4/3$, an exponent taken here from percolation theory. Up to an unknown numerical factor, the length over which the current pattern averages out is thus

$$L_c\sim r_{\max}u_c^{4/3},$$

which is about 5 µm at 4 K and 14 µm at 1 K. The averaging is gradual: the smaller the samples, the more they differ from one another.

*Field.* The voltage across a typical hop must be small compared with $k_BT/e$. If the field were uniform, this would require less than $k_BT/(er_{\max})=21$ V/cm at 4 K. But the field is not uniform: the most resistive bonds that the current cannot avoid take more than an even share of the voltage. In the extreme case that a single bond took the whole drop over a length $L_c$, the scale would be $k_BT/(eL_c)=0.345\ \text{mV}/4.9\ \text{µm}\simeq0.7$ V/cm. The actual scale is expected to lie between these two values.

## (h) Comparison with real transistors

*Which features of a silicon device most affect these numbers?*

**Solution.** The parameters are round values chosen to illustrate a disordered silicon MOSFET close to threshold, not fitted to a device. The chosen $g$ is far below that of the free electron band in a (100) silicon layer, about $1.6\times10^{14}$ eV$^{-1}$cm$^{-2}$ with spin and two valleys, and stands for a sparse band tail. The decay length of 25 nm is an assumption, and a generous one; it depends on disorder and gate voltage. For a simple barrier $\Delta_m=15$ meV high and the transverse mass $m=0.19\,m_e$, the decay length would be only $\hbar/\sqrt{2m\Delta_m}=3.7$ nm. The exponent at 4 K would then be about 47, slightly above the 43.5 for activation to the mobility edge, and hopping would not clearly dominate. The example thus applies only if the states spread much farther than this barrier estimate suggests. The constancy of $g$ and $\xi$ is the assumption most exposed in practice, since a band tail rises towards the band and states spread out near the mobility edge. The effect is large: because $T_0\propto1/(g\xi^2)$, doubling $\xi$ divides $T_0$ by 4 and lowers the 4 K exponent from 12.9 to $12.9/4^{1/3}=8.1$. A value of $T_0$ fitted at one gate voltage therefore cannot be carried over to another.

The length and width of the channel decide whether the law applies at all. A large test transistor, say 50 µm long and 50 µm wide, exceeds $L_c$ in both directions in this example. A scaled channel of 50 nm is shorter than $r_{\max}$, so with the assumed $\xi=25$ nm electrons can tunnel straight across, with an exponent of only $2\times50/25=4$, or pass through one or a few particular sites. Its conductance can then depend strongly on where those sites lie, and the $T^{-1/3}$ law for a large layer does not describe it.

## Calculated quantities

```
site density g = 3.0e+12 1/(eV cm^2)
decay length xi = 25 nm
spanning test: 12 squares, side 6 um
  T=1 K: simulated u_c=20.49, beta=13.90
  T=2 K: simulated u_c=16.39, beta=14.23
  T=4 K: simulated u_c=12.83, beta=13.66
  T=8 K: simulated u_c=10.28, beta=14.03
fitted power of T in u_c = -0.3340
beta = 13.96 +/- 0.12 (standard error)
one-hop beta 27/pi = 8.594
Kirchhoff test: 8 squares, side 3 um
  T=1 K: mean ln(G/G0)=-20.73, mean u_c=21.21, sum=0.49
  T=2 K: mean ln(G/G0)=-16.18, mean u_c=16.25, sum=0.07
  T=4 K: mean ln(G/G0)=-12.63, mean u_c=12.92, sum=0.30
  T=8 K: mean ln(G/G0)=-9.82, mean u_c=10.25, sum=0.42
Kirchhoff slope vs T^(-1/3) = -21.80 K^(1/3)
-T0^(1/3) = -20.52 K^(1/3)
T0 = 8637 K
k_B T0 = 0.744 eV
Example from the law:
  T=1 K: kT=0.0862 meV, u_c=20.52, exp(-u_c)=1.23e-09
    r_max=256 nm, E_max=1.77 meV, E_act=0.59 meV
  T=2 K: kT=0.1723 meV, u_c=16.28, exp(-u_c)=8.47e-08
    r_max=204 nm, E_max=2.81 meV, E_act=0.94 meV
  T=4 K: kT=0.3447 meV, u_c=12.93, exp(-u_c)=2.44e-06
    r_max=162 nm, E_max=4.46 meV, E_act=1.49 meV
  T=8 K: kT=0.6894 meV, u_c=10.26, exp(-u_c)=3.51e-05
    r_max=128 nm, E_max=7.07 meV, E_act=2.36 meV
one-hop length at 4 K = 91.6 nm
one-hop exponent at 4 K = 11.00
1/T prefactor: E_act shift at 4 K = -0.345 meV
  relative to E_act = -0.232
permittivities Si, oxide = 11.7, 3.9
oxide thickness = 2.0 nm
Coulomb strength e^2/(4 pi eps) = 0.1846 eV nm
Coulomb gap scale without gate = 1.02 meV
gate-screened parameter g e^2/C_ox = 0.278
screened energy at r_max(4 K) = 2.078 ueV
mobility edge above Fermi level = 15 meV
edge exponent at 4 K = 43.5
equal-exponent temperature = 24.7 K
electron density = 1.0e+11 1/cm^2
flat-band depth n/g = 33.3 meV
correlation length at 1, 4 K = 14.4, 4.9 um
ohmic field scale at 1, 4 K = 3.4, 21.3 V/cm
```
